\section*{Genealogical Spin Eigenfunctions and the Determinant-to-CSF Transformation}

\section{What fails when determinants are used alone}

Put three electrons into three different orbitals, with total spin projection $M=1/2$. There are three Slater determinants, with spins $\alpha\alpha\beta$, $\alpha\beta\alpha$ and $\beta\alpha\alpha$. None has a definite total spin: the operator $S^2$ exchanges unlike spins and so turns each one into a mixture of all three. If a configuration interaction (CI) expansion is cut off determinant by determinant, its wave functions can mix a quartet with doublets, although a spin-free Hamiltonian never couples them.

The naive repair is to set up $S^2$ in the determinant basis and diagonalize it. For the three determinants this yields the eigenvalue $15/4$ once and $3/4$ twice (spins are in units of $\hbar$). The quartet vector is fixed up to sign, but the doublet vectors are not: any rotation of the two is an equally good answer. Two runs, or two values of $M$, can give unrelated vectors, so a CI coefficient attached to ``the second doublet'' has no reproducible meaning. Moreover, the matrix grows with the number of spin strings, $\binom{N}{N/2}$ for $N$ open shells at $M=0$.

The scheme needed must therefore label each function within a degenerate eigenspace, fix its phase, and supply its coefficients without a diagonalization. Adding the electrons one at a time does all three.

\section{Labels from the spins of the first electrons}

Take $N$ singly occupied orthonormal orbitals in a fixed order, and let $\mathbf S(k)$ be the total spin of the first $k$ electrons in that order. The operators $S^2(1),S^2(2),\dots,S^2(N)$ commute. Indeed, for $l>k$, $\mathbf S(l)$ is $\mathbf S(k)$ plus spins of other electrons, and $S^2(k)$ commutes with every component of both parts. All of them also commute with $S_z$. Their joint eigenfunctions carry the labels
\begin{equation}
t=(S_1,S_2,\dots,S_N=S),\qquad S_k=S_{k-1}\pm\tfrac12,\quad S_0=0,\quad S_k\ge 0 .
\end{equation}
Plotted against $k$, such a sequence is a path in the branching diagram. I write it with U for a step up and D for a step down. Three electrons allow UUU ($S=3/2$), UUD and UDU (both $S=1/2$). The two doublets differ in the spin of the first pair: a triplet in UUD, a singlet in UDU.

\section{The coefficients of one step}

Suppose that the functions $|S',M'\rangle$ of $N-1$ spins are known, and add one spin $\mathbf s$. At fixed total $M$ two products are available,
\begin{equation}
|A\rangle=|S',M-\tfrac12\rangle\,\alpha,\qquad |B\rangle=|S',M+\tfrac12\rangle\,\beta .
\end{equation}
The total $S^2$ is
\begin{equation}
S^2=S'^2+\tfrac34+2S'_zs_z+S'_+s_-+S'_-s_+ .
\end{equation}
Set $a=S'+\tfrac12$, so that $S'(S'+1)+\tfrac34=a^2+\tfrac12$. In $|A\rangle$ the term $2S'_zs_z$ equals $M-\tfrac12$; in $|B\rangle$ it equals $-(M+\tfrac12)$. The diagonal elements are therefore $a^2+M$ and $a^2-M$. The off-diagonal element follows from the ladder rule for the parent:
\begin{equation}
\langle B|S'_+s_-|A\rangle=\sqrt{S'(S'+1)-(M-\tfrac12)(M+\tfrac12)}=\sqrt{a^2-M^2}.
\end{equation}
Hence
\begin{equation}
S^2\to\begin{pmatrix}a^2+M&\sqrt{a^2-M^2}\\ \sqrt{a^2-M^2}&a^2-M\end{pmatrix}.
\end{equation}
Its trace is $2a^2$ and its determinant is $a^4-a^2$, so the eigenvalues are $a^2\pm a$. The upper one is $a(a+1)$, which means $S=a=S'+\tfrac12$. The lower one is $(a-1)a$, which means $S=a-1=S'-\tfrac12$.

Let $(x,y)$ be the components on $A$ and $B$. For the upper eigenvalue the first row gives $(M-a)x+\sqrt{a^2-M^2}\,y=0$, so $x:y=\sqrt{a+M}:\sqrt{a-M}$. For the lower one, $(M+a)x+\sqrt{a^2-M^2}\,y=0$, so $x:y=-\sqrt{a-M}:\sqrt{a+M}$. Both vectors have squared length $2a$. Let $\sigma=+1$ stand for a new $\alpha$ spin and $\sigma=-1$ for $\beta$. With $S$ and $M$ taken after the step, the normalized components are
\begin{align}
u_\sigma(S,M)&=\sqrt{\frac{S+\sigma M}{2S}} &&\text{(step up)},\label{up}\\
d_\sigma(S,M)&=-\sigma\sqrt{\frac{S+1-\sigma M}{2S+2}} &&\text{(step down)}.\label{down}
\end{align}
These are Clebsch--Gordan coefficients with the parent coupled first and the new spin second. At the edge $M=S$ of a step up, $|B\rangle$ does not exist, and $u_{-1}=0$ removes it correctly.

The overall sign of each vector was free; the choice in (\ref{up}) and (\ref{down}) links different $M$ consistently. To see this, assume that the parent obeys the ladder rule with positive factors, as a single spin does. Since $S_+$ commutes with $S^2$ and with the parent's $S'^2$, it sends the new function at $M<S$ to a multiple $c$ of the one at $M+1$. For a step up, compare the $\alpha$ components. Both contributions, $S'_+$ acting on the old $\alpha$ part and $s_+$ acting on the old $\beta$ part, are nonnegative, and the second is positive. The target component is positive too, so $c>0$. For a step down, compare the $\beta$ components. The old one is positive, $S'_+$ multiplies it by a positive factor, and the target is positive, so again $c>0$. By induction,
\begin{equation}
S_+|t,M\rangle=\sqrt{S(S+1)-M(M+1)}\;|t,M+1\rangle
\end{equation}
for every path $t$: raising $M$ changes neither the path nor the phase convention.

\section{A coefficient is a walk along the path}

Applying the one-step result repeatedly expands $|t,M\rangle$ in spin strings $\sigma_1\sigma_2\dots\sigma_N$. A given string fixes every intermediate projection, $M_k=\tfrac12\sum_{i\le k}\sigma_i$, so just one product of factors contributes:
\begin{equation}
c_t(\sigma)=\prod_{k=1}^{N}
\begin{cases}u_{\sigma_k}(S_k,M_k),&\text{U at }k,\\ d_{\sigma_k}(S_k,M_k),&\text{D at }k.\end{cases}
\label{product}
\end{equation}
No parent functions need to be stored. One coefficient costs $N$ factors, and the walk stops with the value zero as soon as $|M_k|>S_k$.

That stopping rule finds all the zeros. A down factor cannot vanish while $|M_k|\le S_k$, because $S_k+1-\sigma_kM_k\ge1$. An up factor vanishes if $\sigma_kM_k=-S_k$. But then $\sigma_kM_{k-1}=-S_k-\tfrac12$, whose size exceeds $S_{k-1}=S_k-\tfrac12$, so the rule was already broken one step earlier. For six spins at $M=0$, 320 of the 400 coefficients are nonzero: the matrix is only moderately sparse.

Four spins at $M=0$ show the walk at work. For the singlet UUDD and the string $\alpha\alpha\beta\beta$, the factors are $1$, $1$, $\sqrt{2/3}$ and $\sqrt{1/2}$, with product $1/\sqrt3=0.577$. For $\alpha\beta\alpha\beta$ they are $1$, $\sqrt{1/2}$, $-\sqrt{1/3}$ and $\sqrt{1/2}$, with product $-1/(2\sqrt3)=-0.289$. The other singlet, UDUD, has zero weight on $\alpha\alpha\beta\beta$ and on $\beta\beta\alpha\alpha$, since there $|M_2|=1$ but $S_2=0$. Its four remaining coefficients are $\pm\tfrac12$, and it is a product of two singlet pairs.

\section{Nothing is missing and nothing is counted twice}

Each step combines orthonormal products with a unit vector, so every $|t,M\rangle$ is normalized. Two different paths differ in some $S_k$; they are then eigenfunctions of the Hermitian operator $S^2(k)$ with different eigenvalues, and hence orthogonal.

To show completeness, count the paths. Let $f(N,S)$ be the number ending at $S$, and let $d=N/2-S$ be the number of down steps. The last step came from $S-\tfrac12$ with $d$ earlier down steps, or from $S+\tfrac12$ with $d-1$. The formula
\begin{equation}
f(N,S)=\binom Nd-\binom N{d-1}
\label{count}
\end{equation}
satisfies this recursion, because
\begin{equation}
\begin{split}
&\left[\binom{N-1}{d}-\binom{N-1}{d-1}\right]+\left[\binom{N-1}{d-1}-\binom{N-1}{d-2}\right]\\
&\quad=\binom Nd-\binom N{d-1},
\end{split}
\end{equation}
where Pascal's rule has been applied to the two positive terms and to the two negative terms. It starts correctly with $f(1,\tfrac12)=1$, and it gives zero at $S=-\tfrac12$, where the two binomials are equal, so forbidden paths do not enter. Summing (\ref{count}) over $S=|M|,|M|+1,\dots,N/2$ cancels neighbouring terms and leaves $\binom N{N/2-|M|}$, the number of spin strings with projection $M$. The orthonormal functions therefore fill the space. For $N=6$ the counts for $S=0,1,2,3$ are $5,9,5,1$, which add up to $20=\binom63$.

It follows that at fixed $M$ the labels $S_1,\dots,S_N$ determine a function up to sign. This also shows how a comparison with diagonalization has to be made. Against $S^2$ alone one can compare projectors onto whole eigenspaces, not single vectors. To compare vectors, diagonalize $\sum_kw_kS^2(k)$ with weights that leave no two paths degenerate. The numerical check does the first for up to eight spins, with a largest projector difference of $1.2\times10^{-15}$. It does the second for six spins, where the matrix of absolute overlaps differs from the unit matrix by at most $1.2\times10^{-14}$.

\section{From spin strings to determinants}

Equation (\ref{product}) refers to spins in orbital order. The corresponding many-electron function is
\begin{equation}
\sum_\sigma c_t(\sigma)\,a^\dagger_{1\sigma_1}a^\dagger_{2\sigma_2}\cdots a^\dagger_{N\sigma_N}|\mathrm{vac}\rangle .
\end{equation}
It has the right spin because $[S_+,a^\dagger_{p\beta}]=a^\dagger_{p\alpha}$, $[S_+,a^\dagger_{p\alpha}]=0$, and similarly for $S_-$ and $S_z$. The spin operators replace one creator at a time, in its place and without a sign, just as they act on a spin string.

A determinant can also be stored as an alpha string followed by a beta string. I use that order, with the creators ascending in each string. To reach it, every alpha creator must pass the beta creators on its left, and each passage changes the sign. The factor is $(-1)^q$, where $q$ is the number of pairs with a beta before an alpha. For $\alpha\alpha\beta$, $\alpha\beta\alpha$, $\beta\alpha\alpha$ one finds $q=0,1,2$, so the signs are $+,-,+$. The quartet UUU has spin coefficients $(1,1,1)/\sqrt3$ but determinant coefficients $(1,-1,1)/\sqrt3$.

Leaving the sign out spoils the spin. The unsigned vector $(1,1,1)/\sqrt3$ overlaps with the true quartet by $1/3$. Its quartet weight is thus $1/9$ and its doublet weight $8/9$, and
\begin{equation}
\langle S^2\rangle=\tfrac19\cdot\tfrac{15}4+\tfrac89\cdot\tfrac34=\tfrac{13}{12}=1.083
\end{equation}
instead of $3.75$. The vector is still normalized, so a test of orthonormality would not reveal the fault; a test with $S^2$ does.

Doubly occupied orbitals add little. The pair creator $a^\dagger_{p\alpha}a^\dagger_{p\beta}$ commutes with $S_+$, since the commutator is $a^\dagger_{p\alpha}a^\dagger_{p\alpha}=0$. In the same way it commutes with $S_-$, and with $S_z$ because its two projections cancel. Closed shells thus carry no spin, and the path runs over the open shells alone. I include the electrons of closed shells in $q$, each pair entering as $\alpha\beta$ at the place of its orbital. At fixed occupation and $M$ they change the sign of all determinants alike, so they do not affect the spin. They fix the relative phase of CSFs with different occupations or different $M$.

A configuration state function (CSF) is now specified by an occupation $n$ and a path $t$. A determinant $D$ specifies an occupation $n_D$ and a string $\sigma_D$ on its open shells. The transformation is
\begin{equation}
T_{D,(n,t)}=\delta_{n_D,n}\,(-1)^{q_D}\,c_t(\sigma_D).
\label{T}
\end{equation}
The construction then runs as follows.
\begin{enumerate}
\item For each number of open shells, list the paths and the strings and tabulate $c_t(\sigma)$ from (\ref{product}).
\item For each occupation, place the strings on its open shells, insert the closed pairs, and count $q_D$.
\item Fill the block of $T$ that belongs to this occupation.
\end{enumerate}
For each occupation the block is square and orthogonal, being an orthogonal table with some rows changed in sign. CI vectors are therefore converted by $C_{\rm det}=T\,C_{\rm CSF}$ and $C_{\rm CSF}=T^{\mathsf T}C_{\rm det}$.

The total number of CSFs gives a check on the bookkeeping. Let $n$ now be the number of orbitals and $N$ the number of all electrons, and set $A=N/2+S$, $B=N/2-S$. Every multiplet with spin at least $S$ has one state at $M=S$, so the number with spin equal to $S$ is the number of determinants at $M=S$ minus that at $M=S+1$:
\begin{equation}
\begin{split}
&\binom nA\binom nB-\binom n{A+1}\binom n{B-1}\\
&=\frac{(A+1)(n+1-B)-(n-A)B}{(n+1)^2}\binom{n+1}{A+1}\binom{n+1}{B}\\
&=\frac{2S+1}{n+1}\binom{n+1}{A+1}\binom{n+1}{B}.
\end{split}
\label{weyl}
\end{equation}
The second line writes each binomial in terms of $n+1$. In the third, the numerator has become $(n+1)(A-B+1)$ with $A-B=2S$.

\section{What the Hamiltonian does with the labels}

A spin-free Hamiltonian commutes with $S^2$. Taking $[S^2,H]=0$ between CSFs of spins $S$ and $S'$ gives $[S(S+1)-S'(S'+1)]H_{SS'}=0$, so $T^{\mathsf T}HT$ has no elements between different spins. It need not be diagonal in the path: the intermediate spins are labels, not conserved quantities.

Three open shells with real orbitals show this. Within the configuration, $H$ contains one-electron energies $h_{ii}$, Coulomb integrals $J_{ij}$, and exchange terms. An exchange term puts the electron of orbital $i$ into $j$ and the reverse. Restoring the orbital order costs one minus sign and leaves the two spins interchanged. With $P_{ij}$ the interchange of spins $i$ and $j$,
\begin{equation}
H=E_0-\sum_{i<j}K_{ij}P_{ij},\qquad E_0=\sum_ih_{ii}+\sum_{i<j}J_{ij}.
\label{exchange}
\end{equation}
The walk gives the doublets
\begin{equation}
\begin{split}
|\mathrm{UDU}\rangle&=(\alpha\beta\alpha-\beta\alpha\alpha)/\sqrt2,\\
|\mathrm{UUD}\rangle&=(2\alpha\alpha\beta-\alpha\beta\alpha-\beta\alpha\alpha)/\sqrt6 .
\end{split}
\end{equation}
$P_{12}$ is $-1$ on the first and $+1$ on the second. Next, $P_{13}|\mathrm{UDU}\rangle=(\alpha\beta\alpha-\alpha\alpha\beta)/\sqrt2$. Its overlap with UDU is $\tfrac12$, and with UUD it is $(-1-2)/\sqrt{12}=-\sqrt3/2$. Likewise $P_{23}|\mathrm{UDU}\rangle=(\alpha\alpha\beta-\beta\alpha\alpha)/\sqrt2$ has overlaps $\tfrac12$ and $+\sqrt3/2$. On UUD both interchanges have the expectation value $(-2+1-2)/6=-\tfrac12$. In the order UDU, UUD,
\begin{equation}
\begin{split}
H&=E_0+\begin{pmatrix}\Delta&g\\ g&-\Delta\end{pmatrix},\\
\Delta&=K_{12}-\tfrac12(K_{13}+K_{23}),\qquad g=\tfrac{\sqrt3}2(K_{13}-K_{23}).
\end{split}
\label{doublets}
\end{equation}
If $K_{13}=K_{23}$, the spin of the first pair is a good label; otherwise the energy eigenfunctions mix the paths. Renumbering the orbitals transforms the two CSFs orthogonally among themselves (interchanging 1 and 2 only changes their relative sign, and the other renumberings mix them), but the energies $E_0\pm\sqrt{\Delta^2+g^2}$ stay the same as long as both are kept. If one path is dropped, the energy $E_0+\Delta$ or $E_0-\Delta$ depends in general on the numbering. The orbital order is therefore harmless in a complete set of paths and part of the approximation in a truncated one.

\section{The 4p shell of arsenic}

The free arsenic atom has three electrons in the 4p shell. I take the orbitals from a nonrelativistic restricted open-shell Hartree--Fock (ROHF) calculation of the quartet in the def2-TZVP basis, and do CI among the three 4p orbitals only. At $M=1/2$ there are $\binom32\binom31=9$ determinants. Equation (\ref{weyl}) gives one quartet and $\tfrac24\binom43\binom41=8$ doublets.

All exchange integrals between different p orbitals are equal, $K=0.022524\,E_{\rm h}$. The Coulomb integrals are $J=0.391524\,E_{\rm h}$ within one orbital and $J'=0.346477\,E_{\rm h}$ between two. Rotational symmetry ties them together. For $u=(x+y)/\sqrt2$ and $v=(x-y)/\sqrt2$ the product $uv$ is $(x^2-y^2)/2$, so the exchange integral of $u$ and $v$ is $(2J-2J')/4$. It must equal $K$, hence $J-J'=2K$. The numbers give $0.045047$ against $0.045048\,E_{\rm h}$, equal within rounding.

Take first the configuration $p_1p_2p_3$. In the quartet every $P_{ij}=1$, so its energy is $E_0-3K$. A single determinant has one parallel pair and the energy $E_0-K$, which is $2K=0.0450\,E_{\rm h}$ above the quartet: it is neither quartet nor doublet. For the two doublets (\ref{doublets}) gives $\Delta=g=0$. Both lie at $E_0$, which is $3K$ above the quartet.

In the six other configurations one orbital is doubly occupied, one singly, and one is empty. Their energy contains $J+2J'-K$, against $3J'-3K$ for the quartet. The difference is $J-J'+2K=4K$. Moving the pair from orbital $i$ to $k$ couples $i^2j$ with $k^2j$. The operator $\tfrac12K E_{ki}^2$ does this, where $E_{ki}$ moves one electron of either spin from $i$ to $k$. Either electron can move first, so $E_{ki}^2$ yields twice the new pair and the coupling is $+K$. Reflections forbid all other couplings: $i^2j$ changes sign under the reflection of axis $j$ alone, and $p_1p_2p_3$ under that of each axis. Three blocks remain,
\begin{equation}
\begin{pmatrix}4K&K\\K&4K\end{pmatrix}\quad\Rightarrow\quad 3K,\;5K .
\end{equation}
Together with the two $p_1p_2p_3$ doublets, five states lie at $3K$ and three at $5K$.

Counting orbital projections names the levels. In orbitals with $m=1,0,-1$, the eight doublets include one state with $M_L=2$, two with $M_L=1$ and two with $M_L=0$. This means one $^2D$ term and one $^2P$ term, with five and three states. Therefore
\begin{align}
E(^2D)-E(^4S)&=3K=0.06757\,E_{\rm h}=1.84\ \mathrm{eV},\\
E(^2P)-E(^4S)&=5K=0.11262\,E_{\rm h}=3.06\ \mathrm{eV}.
\end{align}
The full diagonalization gives the same levels. The quartet CSF at $M=1/2$ reproduces the ROHF energy, $-2234.193161\,E_{\rm h}$, although ROHF describes this term at $M=3/2$ by a single determinant. This confirms both the signs of the three $p_1p_2p_3$ determinants and the treatment of the core.

The digits shown belong to the def2-TZVP basis. In aug-cc-pVQZ, $K$ falls to $0.022455\,E_{\rm h}$, $J$ and $J'$ fall by $0.0008$ and $0.0007\,E_{\rm h}$, the gaps fall by $0.006$ and $0.009$ eV (to $1.833$ and $3.055$ eV), and the total energy falls by $0.045\,E_{\rm h}$. The gaps also belong to this model, which places them roughly a third above the measured term separations of about $1.3$ and $2.3$ eV. It leaves out correlation beyond the 4p shell, relaxation of the orbitals in the doublets, and relativity. The ratio $5/3$ follows from spherical symmetry, the restriction to one p shell, and the use of the same orbitals for all three terms. Optimizing the spherical orbitals separately for each term already changes the gaps to $1.82$ and $3.02$ eV and the ratio to $1.656$. A departure from $5/3$ in the real atom thus shows that omitted effects are at work. It does not measure their size: an effect that scales both gaps alike leaves the ratio unchanged.

\section{Where the construction stops being valid}

The transformation assumes that alpha and beta electrons share the same spatial orbitals. With different orbitals for different spins, $S_+$ turns a beta creator into a combination of several alpha creators, and the replacement rule behind (\ref{T}) is lost. A determinant list must also contain every spin string of each occupation it includes; otherwise a block of $T$ loses rows and its columns are no longer orthonormal. Finally, spin--orbit coupling does not commute with $S^2$. Nor does it commute with $S_z$. The CSFs of all $M$ taken together remain a valid basis, but $H$ acquires elements between different $S$ and between different $M$.

\section*{Computed results}
\begin{verbatim}
U, D = step up, down; a, b = alpha, beta
N=3, M=1/2 strings: aab aba baa
reordering signs: +1 -1 +1
spin coefficients UUU, S=3/2: 0.577350 0.577350 0.577350
determinant coefficients UUU: 0.577350 -0.577350 0.577350
spin coefficients UUD, S=1/2: 0.816497 -0.408248 -0.408248
determinant coefficients UUD: 0.816497 0.408248 -0.408248
spin coefficients UDU, S=1/2: 0.000000 0.707107 -0.707107
determinant coefficients UDU: 0.000000 -0.707107 -0.707107
<S^2> of quartet with signs: 3.750000 hbar^2
<S^2> without signs: 1.083333 hbar^2
eigenvector residual without signs: 0.942809 hbar^2
N=4, M=0 strings: aabb abab abba baab baba bbaa
singlet UUDD: 0.577350 -0.288675 -0.288675 -0.288675 -0.288675 0.577350
singlet UDUD: 0.000000 0.500000 -0.500000 -0.500000 0.500000 0.000000
N=6 path counts for S=0,1,2,3: 5 9 5 1
N=6, M=0 nonzero coefficients: 320 of 400
Clebsch-Gordan factors tested: 50, max error 0.0e+00
max projector error, N=1 to 8: 1.2e-15
max ladder error, N=1 to 8: 4.4e-16 hbar
max chain-eigenvector overlap error: 1.2e-14
max determinant S^2 error: 4.4e-16 hbar^2
max random-H coupling between spins: 7.1e-15 Eh
As def2-TZVP basis functions: 48
As ROHF energy: -2234.193161 Eh
As quartet CSF energy: -2234.193161 Eh
As determinants, quartets, doublets: 9, 1, 8
As J same orbital: 0.391524 Eh
As J different orbitals: 0.346477 Eh
As exchange K: 0.022524 Eh
As p1p2p3 determinant H minus E(4S), in Eh:
   0.045048 0.022524 -0.022524
   0.022524 0.045048 0.022524
   -0.022524 0.022524 0.045048
As doublet levels above 4S, in Eh:
   0.067572 0.067572 0.067572 0.067572 0.067572 0.112620 0.112620 0.112620
As 2D - 4S: 0.067572 Eh = 1.8387 eV
As 2P - 4S: 0.112620 Eh = 3.0645 eV
As gap ratio (2P-4S)/(2D-4S): 1.666667
As max quartet-doublet coupling: 2.2e-16 Eh
\end{verbatim}
